# Einstein-phonon resistivity at lowest variational order

A metal line warmed above room temperature gains resistance almost in proportion to \(T\). When it is cooled, the phonon part of the resistance falls faster than \(T\), because the vibrations that scatter the electrons freeze out. If all these vibrations have one frequency \(\omega\), what replaces the linear law?

A first guess is the number of phonons, \(n=1/(e^{\hbar\omega/k_BT}-1)\). It misses the Pauli principle: an electron can absorb or emit a quantum only if the final state is empty. The lowest-order variational answer is

\[
\rho\propto\frac{1}{T\sinh^2(\hbar\omega/2k_BT)} .
\]

It is an upper bound on the resistivity of the Boltzmann equation, close at high temperature and, in a clean metal, poor at low temperature. Both facts can be seen in a simple case.

## 1. One pair of states

Write \(E=\hbar\omega\), \(y=E/k_BT\) and \(x=y/2\). Energies \(\varepsilon\) are measured from the Fermi level, and \(f(\varepsilon)\) is the Fermi function. Phonons stay in equilibrium, so phonon drag is excluded.

Take a state \(k\) at \(\varepsilon\) and a state \(k'\) at \(\varepsilon+E\), with occupations \(f\) and \(f'\). Apart from the squared matrix element, the net loss from \(k\) to \(k'\) is

\[
L=f(1-f')n-f'(1-f)(n+1).
\]

The first term is absorption, the second the reverse emission. In equilibrium they are equal, since \(f/(1-f)=e^{-\varepsilon/k_BT}\) and \(n+1=e^{y}n\). Call their common value \(B\). A small change of the occupations gives

\[
\delta L=\delta f\,[(1-f')n+f'(n+1)]-\delta f'\,[fn+(1-f)(n+1)].
\]

Replacing each product by means of \(B\), the first bracket is \(B/f+B/(1-f)=B/[f(1-f)]\), and the second is \(B/(1-f')+B/f'=B/[f'(1-f')]\). This suggests the parametrization

\[
\delta f_k=\frac{f(1-f)}{k_BT}\,\phi_k=w\,\phi_k,\qquad w=-\frac{\partial f}{\partial\varepsilon},
\]

for which \(\delta L=B(\phi_k-\phi_{k'})/k_BT\). A final state at \(\varepsilon-E\) gives the same form with \(B=f(1-f')(n+1)\). Summing over final states of the same spin, the linearized loss rate is

\[
(C\phi)_k=\frac1{k_BT}\sum_{k'}P_{kk'}(\phi_k-\phi_{k'}),
\]
\[
P_{kk'}=\frac{2\pi}{\hbar}|g_{kk'}|^2f(1-f')\left[n\,\delta(\varepsilon'-\varepsilon-E)+(n+1)\,\delta(\varepsilon'-\varepsilon+E)\right].
\]

Detailed balance and \(|g_{kk'}|=|g_{k'k}|\) make \(P_{kk'}\) symmetric. The linearization was tested against a finite difference of the full \(L\).

## 2. Isotropic coupling

An electric field \(\mathcal E\) along \(x\) exerts the force \(-e\mathcal E\) on an electron. The drift term is \(-e\mathcal E v_x\,\partial f/\partial\varepsilon=e\mathcal E v_xw\), and in the steady state it equals the collision term \(-C\phi\). Setting \(\phi=-e\mathcal E\chi\) removes the field:

\[
C\chi=v_xw .
\]

The current density, with a factor 2 for spin and \(V\) the volume, is

\[
j=-\frac{2e}{V}\sum_kv_xw\phi_k=\frac{2e^2\mathcal E}{V}\sum_kv_xw\chi_k .
\]

Assume a cubic or isotropic metal whose velocities, couplings and density of states \(N_0\) (per spin) are constant over energies of order \(k_BT\) and \(E\) around the Fermi level. This is the flat-band assumption.

Let \(|g|^2\) be the same for all pairs. The sum over directions of \(k'\) then removes \(\phi_{k'}\), because \(\chi\) is odd in direction. The solution is \(\chi=v_x\tau(\varepsilon)\), with \(1/\tau=\sum_{k'}P_{kk'}/(k_BTw)\). Since \(k_BTw=f(1-f)\), the bracket of section 1 supplies the absorption part, \((1-f')n+f'(n+1)=n+f'\). The emission part is likewise \((1-f')(n+1)+f'n=n+1-f'\). Hence

\[
\frac1{\tau(\varepsilon)}=\gamma\left[2n+1+f(\varepsilon+E)-f(\varepsilon-E)\right],\qquad \gamma=\frac{2\pi N_0|g|^2}{\hbar}.
\]

With \(\langle A\rangle_w=\int wA\,d\varepsilon\), whose weight integrates to one, the resistivity is

\[
\rho=\frac1{K\langle\tau\rangle_w},\qquad K=\frac{2e^2N_0\langle v_x^2\rangle}{V}.
\]

Here \(\langle v_x^2\rangle\) is the Fermi-surface average. For free electrons of density \(n_e\), \(N_0/V=3n_e/4\varepsilon_F\) and \(\langle v_x^2\rangle=2\varepsilon_F/3m\), so \(K=n_ee^2/m\).

The average of \(\tau\) is awkward, while the average of \(1/\tau\) is easy. The Cauchy-Schwarz inequality connects them:

\[
1=\langle\tau^{1/2}\tau^{-1/2}\rangle_w^2\le\langle\tau\rangle_w\langle1/\tau\rangle_w
\quad\Rightarrow\quad \rho\le\frac{\langle1/\tau\rangle_w}{K}.
\]

**The thermal integral.** From the definition of \(1/\tau\),

\[
\langle1/\tau\rangle_w=\frac{\gamma}{k_BT}\int d\varepsilon\,f(\varepsilon)\left\{n[1-f(\varepsilon+E)]+(n+1)[1-f(\varepsilon-E)]\right\}.
\]

Put \(a=e^{\varepsilon/k_BT}\) and \(b=e^{E/k_BT}\). Then

\[
f(\varepsilon)-f(\varepsilon+E)=\frac{a(b-1)}{(1+a)(1+ab)},\qquad
f(\varepsilon)[1-f(\varepsilon+E)]=\frac{ab}{(1+a)(1+ab)} .
\]

The second expression is \(b/(b-1)=n+1\) times the first. The difference of two Fermi functions shifted by \(E\) has area \(E\), so

\[
\int f(\varepsilon)[1-f(\varepsilon+E)]\,d\varepsilon=E(n+1).
\]

Changing the sign of \(E\) turns \(n+1\) into \(-n\), and the other integral is \((-E)(-n)=En\). Absorption and emission therefore contribute equally, \(En(n+1)\) each. Since

\[
n(n+1)=\frac{e^y}{(e^y-1)^2}=\frac1{4\sinh^2(y/2)},
\]

the result is

\[
\langle1/\tau\rangle_w=\frac{2\gamma E\,n(n+1)}{k_BT}=\frac{\gamma E}{2k_BT\sinh^2x}.
\]

The factor \(1/T\) comes from the thermal window \(w=f(1-f)/k_BT\). The factor \(1/\sinh^2x\) comes from \(n(n+1)\): one factor counts phonons, the other includes the blocking of final states. Both energy integrals were tested by quadrature.

**Hot limit.** For \(x\ll1\), \(\sinh x\approx x\) and the average rate becomes \(2\gamma k_BT/E\), which is \(\gamma\) times the classical value of \(2n\). The linear law is recovered.

**Cold limit.** For \(y\gg1\) the bound can be compared with \(1/\langle\tau\rangle_w\) itself. Let \(z=\varepsilon/k_BT\). Well inside \(|\varepsilon|<E\),

\[
\frac1\tau\approx\gamma e^{-y}(2+e^{-z}+e^z)=4\gamma e^{-y}\cosh^2\frac z2,\qquad
w\,d\varepsilon=\frac{dz}{4\cosh^2(z/2)} .
\]

With \(u=\tanh(z/2)\), so that \(dz=2\,du/(1-u^2)\),

\[
\langle\tau\rangle_w\approx\frac{e^y}{16\gamma}\int\frac{dz}{\cosh^4(z/2)}
=\frac{e^y}{16\gamma}\int_{-1}^{1}2(1-u^2)\,du=\frac{e^y}{6\gamma}.
\]

The true rate is thus \(6\gamma e^{-y}\), without a factor \(1/T\), whereas the averaged rate tends to \(2\gamma ye^{-y}\). Their ratio is \(y/3\). Since \(n\approx e^{-y}\) here, the true cold rate is \(6\gamma n\): it follows the temperature dependence of the first guess, and Pauli blocking enters through the coefficient, which is 6 instead of the hot-limit value 2.

The reason is visible in the integrands. In \(\langle1/\tau\rangle_w\) the two factors \(\cosh^2(z/2)\) cancel, so equal energy intervals between \(-E\) and \(E\) count equally, except within a few \(k_BT\) of the ends, and the width \(2y\) appears. The current is carried mainly by electrons within a few \(k_BT\) of the Fermi level, where \(\tau\) is long. The average of \(1/\tau\) gives too much weight to electrons near \(\pm E\), which scatter quickly but carry little current.

## 3. General coupling

If \(|g_{kk'}|^2\) depends on direction, in-scattering need not vanish and the solution need not be \(v_x\tau(\varepsilon)\). The inequality survives in a more general form. Define \(\langle a,b\rangle=\sum_ka_kb_k\). Because \(P\) is symmetric, exchanging \(k\) and \(k'\) and averaging the two expressions gives

\[
\langle\chi,C\chi\rangle=\frac1{2k_BT}\sum_{kk'}P_{kk'}(\chi_k-\chi_{k'})^2\ge0 .
\]

So \(C\) is symmetric and non-negative. For the solution \(\chi\), the current formula gives \(\sigma=(2e^2/V)\langle\chi,v_xw\rangle=(2e^2/V)\langle\chi,C\chi\rangle\). For any trial function \(\chi_t\), Cauchy-Schwarz in the inner product defined by \(C\) gives

\[
\langle\chi_t,v_xw\rangle^2=\langle\chi_t,C\chi\rangle^2\le\langle\chi_t,C\chi_t\rangle\langle\chi,C\chi\rangle ,
\]

and therefore

\[
\rho\le\frac{V}{2e^2}\,\frac{\langle\chi_t,C\chi_t\rangle}{\langle\chi_t,v_xw\rangle^2}.
\]

A constant factor in \(\chi_t\) cancels. Lowest order means \(\chi_t=v_x\), a rigid shift of the Fermi sphere for free electrons.

The denominator contains \(\langle v_x,v_xw\rangle=N_0\langle v_x^2\rangle\). For the numerator, collect the Fermi-surface information in the transport spectral function of the phonon energy \(\Omega\),

\[
\alpha_{tr}^2F(\Omega)=\frac1{N_0}\sum_{kk'}|g_{kk'}|^2\frac{(v_x-v_x')^2}{2\langle v_x^2\rangle}\,\delta(\varepsilon_k)\,\delta(\varepsilon_{k'})\,\delta(\Omega-\hbar\omega_{kk'}).
\]

It is dimensionless, and \((v_x-v'_x)^2\) gives little weight to collisions that barely change the velocity. With flat bands the energy integrals separate, and each phonon energy contributes \(2\Omega n(n+1)=\Omega/[2\sinh^2(\Omega/2k_BT)]\) as before:

\[
\langle v_x,Cv_x\rangle=\frac1{2k_BT}\,\frac{2\pi}{\hbar}\,2N_0\langle v_x^2\rangle\int d\Omega\,\alpha_{tr}^2F(\Omega)\frac{\Omega}{2\sinh^2(\Omega/2k_BT)} .
\]

Dividing by \((N_0\langle v_x^2\rangle)^2\) and collecting factors,

\[
\rho_{var}=\frac1K\,\frac{\pi}{\hbar k_BT}\int d\Omega\,\frac{\Omega\,\alpha_{tr}^2F(\Omega)}{\sinh^2(\Omega/2k_BT)} .
\]

For the Einstein spectrum, define \(\lambda_{tr}=2\int d\Omega\,\alpha_{tr}^2F/\Omega\). A single line then has \(\alpha_{tr}^2F=(\lambda_{tr}E/2)\,\delta(\Omega-E)\), and

\[
\boxed{\rho_{var}=\frac1K\,\frac{\pi\lambda_{tr}\hbar\omega^2}{2k_BT\,\sinh^2(\hbar\omega/2k_BT)}}
\]

This has the stated temperature dependence provided \(\omega\), \(\lambda_{tr}\) and \(K\) do not depend on \(T\). For isotropic coupling the cross term in \((v_x-v_x')^2\) averages to zero, so \(\lambda_{tr}=2N_0|g|^2/E\) and \(\gamma=\pi\lambda_{tr}E/\hbar\). The boxed result then reduces to section 2.

**Approach to the linear law.** The boxed rate is \(2\pi\lambda_{tr}k_BT/\hbar\) times \(x^2/\sinh^2x\). From \(\sinh x=x(1+x^2/6+\dots)\),

\[
\frac{\rho_{var}}{\rho_{lin}}=\frac{x^2}{\sinh^2x}=1-\frac{x^2}3+\dots
\]

Since \(dx/d\ln T=-x\), the local exponent is

\[
\frac{d\ln\rho_{var}}{d\ln T}=-1+2x\coth x .
\]

It tends to 1 when hot and to \(y-1\) when cold. The true cold exponent in section 2 is \(y\), from \(e^{-y}\) alone.

**A different spectrum.** Suppose \(\alpha_{tr}^2F\propto\Omega^4\) at small \(\Omega\), as in the Debye model of acoustic phonons. Substituting \(\Omega=2k_BTs\) turns the integral into \((2k_BT)^6\int s^5\,ds/\sinh^2s\), whose upper limit may be taken as infinite only when \(k_BT\) is far below the Debye energy. The prefactor \(1/T\) then leaves \(\rho_{var}\propto T^5\). For a sharp Debye cutoff the local exponent is still only about 4.6 when \(k_BT\) is a tenth of the Debye energy. The exponential freezing of the Einstein result thus reflects the gap in its spectrum. A metal with acoustic phonons will depart from it once \(k_BT\) is well below \(\hbar\omega\).

## 4. Cold limit with angular coupling

Let \(|g|^2\propto1+a\cos\theta\), with \(\theta\) the angle between \(k\) and \(k'\). Averaging over final directions gives

\[
\int\frac{d\hat k'}{4\pi}(1+a\,\hat k\cdot\hat k')\,\hat k'_x=p\,\hat k_x,\qquad p=\frac a3 ,
\]

so \(\lambda_{tr}=(1-p)\lambda\), where \(\lambda\) is the coupling without the velocity weight. With \(\chi=v_xc(\varepsilon)\), the Boltzmann equation links energies in steps of \(E\):

\[
r_+[c(\varepsilon)-p\,c(\varepsilon+E)]+r_-[c(\varepsilon)-p\,c(\varepsilon-E)]=\frac1\gamma,
\]
\[
r_+=n+f(\varepsilon+E),\qquad r_-=n+1-f(\varepsilon-E),
\]

where \(\gamma\) now contains the angular mean of \(|g|^2\).

At low temperature, \(c\) near the Fermi level is of order \(e^y/\gamma\). An electron at \(\varepsilon+E\) emits at a rate of order \(\gamma\), while its absorption is smaller by \(e^{-y}\). In the equation written at \(\varepsilon+E\), the large terms must therefore cancel among themselves, which requires \(c(\varepsilon+E)\approx p\,c(\varepsilon)\). The same argument for holes gives \(c(\varepsilon-E)\approx p\,c(\varepsilon)\). Inserting both, each bracket becomes \((1-p^2)c(\varepsilon)\). The true rate is \(6(1-p^2)\gamma e^{-y}\), the variational one is \(2(1-p)\gamma ye^{-y}\), and

\[
\frac{\rho_{var}}{\rho}\to\frac{y}{3(1+p)} .
\]

A numerical solution of the energy-step equation tests this. At \(y=20\) and \(p=0.2\) it gives a ratio of 5.556, equal to the prediction at that precision. For \(p=0\), the trial energy dependence \(1/\cosh^2(z/2)\) suggested by section 2 reproduces the true rate at \(y=20\) within the test tolerance of one part in a thousand. The failure thus lies in the constant trial function, not in the variational principle.

**With static disorder.** Interconnects also contain defects. For isotropic coupling, add an elastic rate \(\gamma_0\) and call the phonon rate \(r(\varepsilon)\). Because \(f\) decreases with energy, \(r\le\gamma(2n+1)\). If this maximum is much smaller than \(\gamma_0\),

\[
\langle\tau\rangle_w=\left\langle\frac1{\gamma_0+r}\right\rangle_w\approx\frac1{\gamma_0}-\frac{\langle r\rangle_w}{\gamma_0^2},
\qquad \frac1{\langle\tau\rangle_w}\approx\gamma_0+\langle r\rangle_w .
\]

To first order, the phonon contribution is now the average rate, so the form \(1/(T\sinh^2x)\) returns even when cold. Strong elastic scattering makes \(\tau\) nearly independent of energy, as the trial function assumes.

## 5. Numbers for a model metal

Take free electrons with \(n_e=8\times10^{28}\ \mathrm{m^{-3}}\), \(\hbar\omega=20\) meV, \(\lambda_{tr}=0.15\), \(a=0.6\) and no disorder. These are round model parameters, not those of a particular metal.

At 300 K, \(\hbar\omega/k_B=232.09\) K gives \(x=232.09/600=0.3868\). The linear-law rate \(2\pi\lambda_{tr}k_BT/\hbar\) is \(3.702\times10^{13}\ \mathrm{s^{-1}}\), and the reduction factor \(x^2/\sinh^2x\) is 0.9516. Thus

\[
\frac1\tau=0.9516\times3.702\times10^{13}\ \mathrm{s^{-1}}=3.52\times10^{13}\ \mathrm{s^{-1}},
\]
\[
\rho_{var}=(4.436\times10^{-22}\ \Omega\,\mathrm{m\,s})(3.52\times10^{13}\ \mathrm{s^{-1}})=1.56\times10^{-8}\ \Omega\,\mathrm m ,
\]

or 1.56 μΩ cm. The estimate \(1-x^2/3=0.950\) slightly overstates the reduction, because the next term of the series, \(+x^4/15\approx0.0015\), is positive. The local exponent is 1.10: although \(\rho\) lies below the linear law, it rises slightly faster than \(T\).

The flat-band assumption was tested by evaluating the variational quotient over three-dimensional free-electron states, with velocity and density of states varying with energy. From 20 to 600 K, the product \(\rho T\sinh^2x\) from that calculation varies by about \(5\times10^{-5}\) of its value with the chemical potential held at \(\varepsilon_F\), and by about \(1\times10^{-4}\) if the electron density is held fixed instead. The Fermi energy, 6.77 eV, is far above both \(k_BT\) and \(\hbar\omega\).

Below 600 K the trial function is the larger source of error. Relative to the numerical Boltzmann solution in the flat-band model, \(\rho_{var}\) is too high by 0.2% at 300 K and by 7% at 100 K. At 50 K it is 1.42 times the solution, and at 20 K 3.22 times. The last ratio agrees with the cold limit, \(y/[3(1+p)]=11.60/3.6=3.22\). The numerical output lists all seven temperatures.

For this model the formula is therefore accurate to better than 1% from 200 K upward, where \(k_BT\) is at least about 0.86 of \(\hbar\omega\). A phonon energy inferred from the formula in this range is less accurate than the resistivity. With \(\lambda_{tr}\) known, a small relative change \(\delta\) of \(\omega\) changes \(x^2/\sinh^2x\) by only about \(-2x^2\delta/3\). At 200 K, where \(x=0.58\), the 0.8% excess of \(\rho_{var}\) therefore shifts the inferred \(\omega\) upward by about 3.5%. Strong elastic scattering, as in section 4, suppresses this error.

## Computed values

```
INPUTS AND DERIVED SCALES
electron density = 8.00e+28 m^-3
phonon energy = 20.0 meV
phonon energy / kB = 232.09 K
transport coupling lam_tr = 0.150
angular parameter a = 0.60, p = 0.20
ordinary coupling lam = 0.1875
Fermi energy = 6.770 eV
m/(n e^2) = 4.4359e-22 ohm m s
RESISTIVITY in microohm cm
columns: T in K, x, formula, state integral, Boltzmann, ratio
ratio = formula / Boltzmann solution
 20 5.8023 1.34515e-04 1.34515e-04 4.17195e-05 3.2243
 50 2.3209 5.79567e-02 5.79567e-02 4.07957e-02 1.4207
100 1.1605 3.55943e-01 3.55943e-01 3.31739e-01 1.0730
200 0.5802 9.79682e-01 9.79687e-01 9.72146e-01 1.0078
300 0.3868 1.56251e+00 1.56253e+00 1.55978e+00 1.0018
400 0.2901 2.12895e+00 2.12900e+00 2.12771e+00 1.0006
600 0.1934 3.24339e+00 3.24355e+00 3.24300e+00 1.0001
spread of state-integral rho*T*sinh(x)^2 = 4.79e-05
DETAILS AT 300 K
scattering rate 1/tau = 3.5225e+13 s^-1
linear-law rate = 3.7017e+13 s^-1
linear-law rho = 1.6420 microohm cm
rho / linear-law rho = 0.95158
1 - x^2/3 = 0.95012
d ln rho / d ln T, formula = 1.0988
d ln rho / d ln T, state integral = 1.0988
LOW-TEMPERATURE LIMIT OF THE FLAT-BAND MODEL
columns: y, p, constant-trial rate / true rate, y/(3(1+p))
12 0.0 4.00010 4.00000
12 0.2 3.33390 3.33333
20 0.0 6.66667 6.66667
20 0.2 5.55556 5.55556
rate ratio at y = 0.1, p = 0.2: 1.000001
```
